\section*{Impact-ionisation rates with conserved and with random momentum}

\section*{The setting}

A hot electron in a conduction band can spend part of its energy on lifting a valence electron across the gap. One carrier becomes three: two conduction electrons and a hole. This process takes energy from hot carriers, and it supplies the gain of an avalanche diode.

The primary electron has wave vector $\mathbf K$ and energy $E$ above the conduction-band edge. The final electrons have wave vectors $\mathbf k_1,\mathbf k_2$. The hole has wave vector $\mathbf k_h$, which is minus that of the emptied valence state, and its energy is counted downward from the valence-band edge. Both band edges lie at zero wave vector and are separated by the gap $E_g$. The bands are isotropic and parabolic, with positive masses $m_c$ and $m_v$, and $M=2m_c+m_v$. The valence band is full, the final conduction states are empty, and all final wave vectors lie well inside the Brillouin zone.

The crystal has volume $V$ and primitive-cell volume $\Omega_c$. The squared matrix element is the constant $U^2/V^2$. The factor $U^2$ contains the spin sum, the exchange term and the factor $1/2$ that prevents double counting of the two identical electrons, so sums run freely over $\mathbf k_1$ and $\mathbf k_2$. Rates are calculated to lowest order by the golden rule.

\section*{Part (a): conserved momentum}

\textbf{Question.} The primary electron belongs to the same parabolic band as the final electrons. Find the threshold energy and the rate $W_K(E)$ when crystal momentum is conserved without a reciprocal-lattice vector.

\textbf{Model answer.} The valence electron starts with wave vector $-\mathbf k_h$, so conservation reads $\mathbf K-\mathbf k_h=\mathbf k_1+\mathbf k_2$, or
\begin{equation}
\mathbf K=\mathbf k_1+\mathbf k_2+\mathbf k_h .
\end{equation}
The kinetic energy of the three final carriers is
\begin{equation}
T=\frac{\hbar^2}{2}\left[\frac{k_1^2}{m_c}+\frac{k_2^2}{m_c}
+\frac{k_h^2}{m_v}\right],
\end{equation}
and energy conservation requires $E=E_g+T$. Once $\mathbf k_1$ and $\mathbf k_2$ are chosen, $\mathbf k_h$ is fixed. Each remaining sum becomes $V\int d^3k/(2\pi)^3$, and the two factors of $V$ cancel those in the matrix element:
\begin{align}
W_K&=\frac{2\pi}{\hbar}\frac{U^2}{(2\pi)^6}J_6,\\
J_6&=\int d^3k_1\,d^3k_2\,\delta(E-E_g-T).
\end{align}

To separate the energy that momentum conservation locks up, measure the wave vectors from the point where all three carriers have the same velocity $\hbar\mathbf K/M$:
\begin{equation}
\mathbf k_{1,2}=\frac{m_c}{M}\mathbf K+\mathbf u_{1,2},\qquad
\mathbf k_h=\frac{m_v}{M}\mathbf K-\mathbf u_1-\mathbf u_2 .
\end{equation}
These add up to $\mathbf K$. In $T$, the terms linear in $\mathbf u_1,\mathbf u_2$ are
\[
\frac{\hbar^2}{M}\mathbf K\cdot
\left[\mathbf u_1+\mathbf u_2-(\mathbf u_1+\mathbf u_2)\right]=0 ,
\]
and the terms in $K^2$ add to $\hbar^2K^2(2m_c+m_v)/(2M^2)=\hbar^2K^2/2M$. Therefore
\begin{equation}
T=\frac{\hbar^2K^2}{2M}+\frac{\hbar^2}{2}
\left[\frac{u_1^2+u_2^2}{m_c}+\frac{(\mathbf u_1+\mathbf u_2)^2}{m_v}\right].
\end{equation}
The bracket is never negative, so the first term is the smallest possible kinetic energy at given $\mathbf K$. The energy left for relative motion is
\begin{equation}
\Delta=E-E_g-\frac{\hbar^2K^2}{2M}.
\end{equation}
The primary electron obeys $\hbar^2K^2=2m_cE$. Since $1-m_c/M=(m_c+m_v)/M$,
\begin{equation}
\Delta=\frac{m_c+m_v}{M}E-E_g
=\frac{m_c+m_v}{M}(E-E_{th}),\qquad
E_{th}=\frac{2m_c+m_v}{m_c+m_v}E_g .
\end{equation}
This is the threshold, because the process needs $\Delta\ge0$.

Now diagonalise the bracket with $\mathbf s=(\mathbf u_1+\mathbf u_2)/\sqrt2$ and $\mathbf d=(\mathbf u_1-\mathbf u_2)/\sqrt2$. This is a rotation, so its Jacobian is one. With $u_1^2+u_2^2=s^2+d^2$ and $(\mathbf u_1+\mathbf u_2)^2=2s^2$, the relative energy is
\begin{equation}
\frac{\hbar^2}{2}\left[\left(\frac1{m_c}+\frac2{m_v}\right)s^2
+\frac{d^2}{m_c}\right]
=\frac{\hbar^2}{2}\left[\frac{M}{m_cm_v}s^2+\frac{d^2}{m_c}\right].
\end{equation}
Set $\mathbf s=(2m_cm_v/\hbar^2M)^{1/2}\mathbf x$ and $\mathbf d=(2m_c/\hbar^2)^{1/2}\mathbf y$. The relative energy becomes $x^2+y^2$, and three components of each vector give
\begin{equation}
d^3s\,d^3d=\left(\frac2{\hbar^2}\right)^3
\left(\frac{m_c^2m_v}{M}\right)^{3/2}d^3x\,d^3y .
\end{equation}

What remains is the integral of $\delta(\Delta-r^2)$ over $n=6$ dimensions. Let $S_n$ be the area of the unit sphere in $n$ dimensions. Evaluating a Gaussian integral in Cartesian and in radial form gives
\[
\pi^{n/2}=S_n\int_0^\infty r^{n-1}e^{-r^2}dr=\tfrac12S_n\Gamma(n/2).
\]
The delta function contributes $1/(2r)$ at $r=\sqrt\Delta$, so
\begin{equation}
I_n(\Delta)=\int d^nr\,\delta(\Delta-r^2)
=\frac{S_n}{2}\Delta^{n/2-1}
=\frac{\pi^{n/2}}{\Gamma(n/2)}\Delta^{n/2-1}.
\label{count}
\end{equation}
For $n=6$ this is $\pi^3\Delta^2/2$. Hence
\begin{equation}
J_6=\frac{\pi^3}{2}\left(\frac2{\hbar^2}\right)^3
\left(\frac{m_c^2m_v}{M}\right)^{3/2}\Delta^2 ,
\end{equation}
and, because $8\pi^3/[2(2\pi)^6]=1/(16\pi^3)$,
\begin{equation}
W_K=\frac{2\pi}{\hbar}\frac{U^2}{16\pi^3\hbar^6}
\left(\frac{m_c^2m_v}{M}\right)^{3/2}\Delta^2
\propto(E-E_{th})^2,\qquad E\ge E_{th}.
\label{WK}
\end{equation}
Within the stated model the square law holds at every energy above threshold, since $\Delta$ is linear in $E$.

For equal masses $E_{th}=3E_g/2$. For a very heavy hole, $E_{th}\to E_g$: the hole takes up momentum at almost no cost in energy. The power remains two in that limit, so it does not come from the displacement of the threshold.

\section*{Part (b): random momentum}

\textbf{Question.} Suppose that scattering among many bands and reciprocal-lattice vectors makes the momentum condition statistically independent of the final energies. Replace the condition by its average over the zone, keep the same $U$, and find the rate $W_R(E)$.

\textbf{Model answer.} The zone holds $N=V/\Omega_c$ wave vectors. There are $N^3$ triples $(\mathbf k_1,\mathbf k_2,\mathbf k_h)$. For a given $\mathbf K$, choosing two members fixes the third up to a reciprocal-lattice vector, so $N^2$ triples conserve crystal momentum. The average of the Kronecker delta is $N^2/N^3=1/N=\Omega_c/V$. The approximation assigns this weight to every triple:
\begin{equation}
W_R=\frac{2\pi}{\hbar}\frac{U^2}{V^2}\frac{\Omega_c}{V}
\sum_{\mathbf k_1\mathbf k_2\mathbf k_h}\delta(E-E_g-T)
=\frac{2\pi}{\hbar}\frac{U^2\Omega_c}{(2\pi)^9}J_9 .
\end{equation}
The three sums supply $V^3/(2\pi)^9$, which cancels the volume. In $J_9$ all nine components are independent. Scale each electron vector by $(2m_c/\hbar^2)^{1/2}$ and the hole vector by $(2m_v/\hbar^2)^{1/2}$. The Jacobian is $(2/\hbar^2)^{9/2}(m_c^2m_v)^{3/2}$, and $T$ becomes a squared radius. Equation~\eqref{count} with $n=9$ and
\[
\Gamma(9/2)=\tfrac72\cdot\tfrac52\cdot\tfrac32\cdot\tfrac12\sqrt\pi
=\tfrac{105}{16}\sqrt\pi
\]
gives
\begin{equation}
J_9=\frac{16\pi^4}{105}\left(\frac2{\hbar^2}\right)^{9/2}
(m_c^2m_v)^{3/2}(E-E_g)^{7/2}.
\end{equation}
Thus $W_R\propto(E-E_g)^{7/2}$ for $E\ge E_g$. No kinetic energy is locked up by momentum conservation, so the threshold is the gap itself. Each free component of wave vector adds $1/2$ to the power; releasing three components raises it from $2$ to $7/2$.

\section*{Part (c): how the two laws are related}

\textbf{Question.} Obtain $J_9$ from $J_6$, derive the ratio of the rates, and state what happens if a rate is plotted against energy measured from the wrong threshold.

\textbf{Model answer.} In $J_9$, replace the variable $\mathbf k_h$ by $\mathbf K'=\mathbf k_1+\mathbf k_2+\mathbf k_h$ at fixed $\mathbf k_1,\mathbf k_2$. The Jacobian is one, and the inner integral is $J_6$ for total wave vector $\mathbf K'$. With $\varepsilon=E-E_g$,
\begin{equation}
J_9(\varepsilon)=\int d^3K'\,
J_6\!\left(\varepsilon-\frac{\hbar^2K'^2}{2M}\right),
\end{equation}
where the argument of $J_6$ is its $\Delta$ and must be positive. Put $K'=(2M\varepsilon/\hbar^2)^{1/2}t$. The required integral is
\begin{align}
\int d^3K'\left(\varepsilon-\frac{\hbar^2K'^2}{2M}\right)^2
&=4\pi\left(\frac{2M}{\hbar^2}\right)^{3/2}\varepsilon^{7/2}
\int_0^1t^2(1-t^2)^2dt\nonumber\\
&=\frac{32\pi}{105}\left(\frac{2M}{\hbar^2}\right)^{3/2}
\varepsilon^{7/2},
\end{align}
because $1/3-2/5+1/7=8/105$. Multiplication by the prefactor of $J_6$ cancels $M^{3/2}$ and reproduces $J_9$. The random rate is therefore the conserving rate averaged over all primary wave vectors in the zone, with $E$ held fixed. The volume of accessible $\mathbf K'$ grows as $\varepsilon^{3/2}$, which is the extra power.

Since $W_R/W_K=\Omega_cJ_9/[(2\pi)^3J_6]$,
\begin{equation}
\frac{W_R}{W_K}=\frac{4\Omega_c}{105\pi^2}
\left(\frac{2M}{\hbar^2}\right)^{3/2}
\frac{(E-E_g)^{7/2}}{\Delta^2}.
\label{ratio}
\end{equation}
Between $E_g$ and $E_{th}$ the random rate is finite and the conserving rate vanishes. Just above $E_{th}$ the ratio is still large, because $\Delta\to0$.

A logarithmic slope depends on the chosen origin of energy:
\begin{equation}
\frac{d\ln W_K}{d\ln(E-E_g)}=2\,\frac{E-E_g}{E-E_{th}},\qquad
\frac{d\ln W_R}{d\ln(E-E_{th})}=\frac72\,\frac{E-E_{th}}{E-E_g}.
\end{equation}
The first exceeds $2$ and the second is below $7/2$. A fitted power identifies the law only together with its threshold.

\section*{Part (d): numbers for a narrow-gap semiconductor}

\textbf{Question.} Take model inputs chosen near the room-temperature values of InAs: $E_g=0.354$ eV, $m_c=0.023\,m_0$, heavy-hole mass $m_v=0.410\,m_0$ and $\Omega_c=0.0556$ nm$^3$, where $m_0$ is the free-electron mass. The third figures only fix the arithmetic; they are not measured data. Take the round value $U=2$ eV\,nm$^3$. Evaluate and compare the rates up to $E=0.60$ eV.

\textbf{Model answer.} Here $M=0.456\,m_0$, so
\[
E_{th}=0.354\times\frac{0.456}{0.433}=0.3728\ \text{eV},
\]
which is $18.8$ meV above the gap. At $E=0.60$ eV,
\[
\Delta=\frac{0.433}{0.456}(0.60-0.3728)=0.2157\ \text{eV}.
\]
The mass factor in \eqref{WK} is $(0.023^2\times0.410/0.456)^{3/2}=1.037\times10^{-5}$ in units of $m_0^3$. With $\hbar^2/m_0=0.0762$ eV\,nm$^2$ and $2\pi/\hbar=9.546\times10^{15}$ eV$^{-1}$s$^{-1}$,
\[
W_K=9.546\times10^{15}\times
\frac{2^2\times1.037\times10^{-5}}{16\pi^3(0.0762)^3}
\times0.2157^2\ \text{s}^{-1}
\simeq8.4\times10^{10}\ \text{s}^{-1},
\]
or one event in about 12 ps. The two models give:
\begin{center}
\begin{tabular}{ccc}
$E$ (eV) & $W_K$ (s$^{-1}$) & $W_R$ (s$^{-1}$)\\
0.40 & $1.20\times10^9$ & $3.35\times10^5$\\
0.45 & $9.70\times10^9$ & $4.40\times10^6$\\
0.50 & $2.63\times10^{10}$ & $1.91\times10^7$\\
0.60 & $8.40\times10^{10}$ & $1.18\times10^8$
\end{tabular}
\end{center}
From 0.40 to 0.60 eV the conserving rate grows by $(0.2272/0.0272)^2\simeq70$, and the random rate by $(0.246/0.046)^{7/2}\simeq354$. At 0.60 eV the slopes taken from the wrong thresholds would be $2.17$ and $3.23$.

Over this range the random rate grows by the larger factor, but at 0.60 eV it is only $1.4\times10^{-3}$ of the conserving rate. Part (c) explains this. The largest hole wave vector is $1.627$ nm$^{-1}$, so the largest accessible total wave vector is $1.627\sqrt{M/m_v}=1.716$ nm$^{-1}$. A sphere of this radius fills a fraction
\[
\frac{0.0556}{(2\pi)^3}\,\frac{4\pi}{3}(1.716)^3\simeq4.7\times10^{-3}
\]
of the zone. Averaging over the whole zone dilutes the rate accordingly. The mean of $(1-t^2)^2$ over the sphere is $3\times8/105=0.229$, and $(\varepsilon/\Delta)^2=1.30$; the product of the three factors is $1.4\times10^{-3}$.

The lattice is face-centred cubic with cube edge $a=(4\Omega_c)^{1/3}=0.606$ nm. The nearest zone face is at $\sqrt3\,\pi/a=8.98$ nm$^{-1}$, so the parabolic final states fit inside the zone. The shortest reciprocal-lattice vector is twice this distance, far more than the final carriers can supply. Reciprocal-lattice processes are closed in this model, and the random approximation has no justification here; its column is a comparison. The formal crossing of the rates, $96$ $\mu$eV above $E_{th}$, has no practical meaning beside the energy scales in part (e).

Two numerical integrations test the phase-space factors. Integration along 40\,000 random directions in $(\mathbf k_1,\mathbf k_2)$ space, for the masses above and for $m_c=m_v=0.1\,m_0$, at 0.05 and 0.20 eV above threshold, agreed with $J_6$ within $0.3\%$. Counting three million random points in nine dimensions, for $\varepsilon$ up to 0.3 eV, agreed with the integral of $J_9$ within $0.5\%$, which is inside the statistical counting error of about $0.7\%$.

\section*{Part (e): what a real device changes}

\textbf{Question.} Which assumptions are most doubtful for hot electrons in InAs, and how far do they move the result?

\textbf{Model answer.} The bands first. A two-band estimate replaces the electron dispersion by $E(1+\alpha E)=\hbar^2k^2/2m_c$, with $\alpha=(1-m_c/m_0)^2/E_g=2.70$ eV$^{-1}$. At given energy the primary then has a larger wave vector, and more energy is locked up. Near threshold the final electrons are slow and nearly parabolic, so approximately
\[
E-E_g=\frac{m_c}{M}E(1+\alpha E).
\]
At $E=0.395$ eV both sides are $0.041$ eV. The full minimisation gives $0.3951$ eV, a shift of $22$ meV. The real heavy-hole band is also warped: rough masses of $0.33\,m_0$ along [100] and $0.63\,m_0$ along [111] put the parabolic threshold at $0.377$ and $0.367$ eV, a spread of about $10$ meV. With the non-parabolic electron band the same masses give $0.406$ and $0.380$ eV, so the threshold depends on direction by about $26$ meV. At 0.60 eV, with $U$ fixed, the rate is $1.5$ times the parabolic one: the greater density of final electron states outweighs the loss of available energy. The local power, measured from the new threshold, is $2.6$. With $U$ fixed, the square law is then a leading-order law close to threshold, where $\Delta$ can be linearised in $E$. It requires a matrix element that stays finite at threshold.

The matrix element is less certain still. For a bare Coulomb interaction $U=e^2/(\epsilon_0\epsilon_rq^2)$, where $q=|\mathbf K-\mathbf k_1|$. At threshold $\mathbf k_1=\mathbf k_2$, so the direct and exchange amplitudes cancel for parallel spins, and antiparallel spins give this $U$ with no further factor. There $q=K(1-m_c/M)=0.45$ nm$^{-1}$. With a rough $\epsilon_r=15$ and unit overlap of the Bloch functions this gives $5.9$ eV\,nm$^3$, three times the chosen $U$; the rate would be about nine times larger. This uses the parabolic $K$. At the non-parabolic threshold $q=0.67$ nm$^{-1}$ and $U=2.7$ eV\,nm$^3$, so the factor falls to about $1.9$. The value $15$ is the static permittivity; the energy transferred is far above the optical-phonon energy, and the high-frequency value of roughly $12.3$ raises $U$ by a fifth. Unit overlap is an overestimate, since one vertex connects a valence state to a conduction state. Averaged over the parabolic final states at 0.60 eV, $q^{-4}$ is $0.61$ of its threshold value. If the squared overlap grows as $q^2$, the relevant average is that of $q^{-2}$, which is $0.67$ of its threshold value. Either of these two variations weakens the rise with energy, whereas non-parabolicity strengthens it. All these estimates omit screening by free carriers, and the two averages also omit exchange.

Neither form describes the heavy-hole overlap of a narrow-gap semiconductor. In the isotropic Kane model the overlap of a conduction state with a heavy-hole state vanishes when their wave vectors are collinear, which is the threshold configuration. The squared matrix element then grows in proportion to $\Delta$, and the rate starts as $(E-E_{th})^3$. This is exact only for isotropic bands. With warped heavy holes $U$ at threshold still vanishes along [100] and [111], but in low-symmetry directions it is finite and small, about $0.1$ eV\,nm$^3$, so a weak square-law term survives there. With eight-band Kane Bloch functions, the bare Coulomb interaction, exchange and the parabolic final states, the effective $U$ rises from about $0.2$ eV\,nm$^3$ at $2$ meV above threshold to about $1.3$ eV\,nm$^3$ at 0.60 eV. This strengthens the rise with energy and keeps the rate below the constant-$U$ values of part (d). These figures use parabolic wave vectors. With the eight-band electron dispersion the momentum transfer is larger: the effective $U$ is about $0.5$ eV\,nm$^3$ between 0.45 and 0.60 eV, and the rate at 0.60 eV is about $8\times10^{9}$ s$^{-1}$, a tenth of the tabulated value.

With all bands parabolic, light holes with a rough mass of $0.026\,m_0$ have their threshold at $0.520$ eV and add $1.6\%$ to the rate at 0.60 eV for the same $U$. With the non-parabolic electron dispersion above, this channel is closed at 0.60 eV, because the larger primary wave vector locks up more energy than is available. For $10^{16}$ electrons per cm$^3$ in equilibrium at 300 K, the band-edge occupation is about $0.11$ in the non-degenerate estimate. Blocking is weaker for final electrons above the edge.

The threshold itself is not sharp. A field $F=0.03$ MV/cm changes the energy mismatch during the collision. The curvature of this change sets the scale $(\hbar^2e^2F^2/2\mu)^{1/3}=25$ meV, with $\mu=m_cm_v/(m_c+m_v)$. Its linear drift sets the larger scale $(\hbar eF\Delta v)^{1/2}=67$ meV, with $\Delta v=\hbar K(1/m_c-1/M)$ at threshold, over which a single transition builds up. Both are parabolic values; with the non-parabolic electron band they become $31$ and $43$ meV. A rough phonon scattering rate of $3\times10^{12}$ s$^{-1}$ adds $2$ meV. This rate is on the low side: polar optical scattering at 300 K and 0.60 eV, with a $30$ meV phonon and permittivities of $12.3$ and $15.15$, gives about $4\times10^{12}$ s$^{-1}$ in the parabolic band and $8\times10^{12}$ s$^{-1}$ in the non-parabolic one. Within some tens of meV of threshold, neither power can be read literally. Interband tunnelling is weak at this field: the two-band barrier gives the factor $e^{-43}$.

In this field an electron that starts at rest at the band edge needs $0.3728\ \text{eV}/(0.003\ \text{eV/nm})=124$ nm of loss-free flight to reach threshold. At 0.60 eV the conserving rate is $2.8\%$ of the assumed phonon rate, about 36 phonon events per ionisation. The non-parabolic estimates above, $8\times10^{9}$ and $8\times10^{12}$ s$^{-1}$, give about $10^3$ instead. A device's ionisation per unit length therefore also depends on how many electrons reach each energy, and its field dependence does not display the power of $W_K$ directly. The calculation stays below the satellite valleys, roughly 0.7 eV above the band edge. In silicon the conduction minima lie away from the zone centre and several valleys take part, so the threshold of part (a) cannot be carried over. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Gap (rough InAs input): 0.354 eV
Electron mass, heavy-hole mass: 0.023, 0.410 m0
Light-hole mass (rough input): 0.026 m0
Lattice constant, cell volume: 0.606 nm, 0.05564 nm^3
Matrix-element strength U (round input): 2.00 eV nm^3
Total mass M: 0.456 m0
Momentum-conserving threshold Eth: 0.3728 eV
Eth minus gap: 18.80 meV
Primary wave vector at Eth: 0.4744 1/nm
Numerical power, momentum conserved: 2.00000
Numerical power, random momentum: 3.50000
Largest ray-integral deviation: 0.253 percent
Nine-dimensional count deviation: -0.47 percent
E=0.40 eV: conserved 1.2034e+09 1/s, random 3.3497e+05 1/s
E=0.45 eV: conserved 9.6961e+09 1/s, random 4.3984e+06 1/s
E=0.50 eV: conserved 2.6324e+10 1/s, random 1.9080e+07 1/s
E=0.60 eV: conserved 8.3986e+10 1/s, random 1.1847e+08 1/s
At E=0.60 eV: E-Eg=0.2460 eV, Delta=0.2157 eV
Random/conserved rate ratio at 0.60 eV: 1.4106e-03
Rates cross above Eth by: 95.67 micro-eV
Conserved slope at 0.60 eV if plotted against E-Eg: 2.166
Random slope at 0.60 eV if plotted against E-Eth: 3.232
Largest hole k at 0.60 eV: 1.627 1/nm
Nearest zone-face distance: 8.979 1/nm
Satellite-valley separation (rough input): 0.70 eV
Non-parabolicity (two-band estimate): 2.696 1/eV
Non-parabolic threshold: 0.3951 eV
Non-parabolic/parabolic rate at 0.60 eV: 1.51
Non-parabolic local power at 0.60 eV: 2.64
Relative permittivity (rough input): 15.0
Bare Coulomb U at threshold, unit overlap: 5.94 eV nm^3
Mean q^-4 factor, 0.60 eV relative to Eth: 0.613
Mean q^-2 factor, 0.60 eV relative to Eth: 0.668
Light-hole threshold: 0.5202 eV
Light/heavy-hole rate ratio at 0.60 eV, same U: 1.6144e-02
Temperature, thermal energy: 300 K, 25.85 meV
Electron density (round input): 1.0e+16 cm^-3
Band-edge occupation estimate n/Nc: 0.114
Phonon scattering rate (rough input): 3.0e+12 1/s
Lifetime broadening: 1.97 meV
Conserved/phonon rate at 0.60 eV: 2.7995e-02
Electric field (round input): 0.030 MV/cm
Loss-free distance to gain Eth: 124.3 nm
Field blurring energy estimate: 25.1 meV
Interband tunnelling exponent: 42.8
\end{verbatim}
